\section*{One von Weizsäcker coefficient cannot match the Lindhard response at both ends}

\section{Problem}

An orbital-free calculation obtains the energy from the electron density alone. No orbitals have to be computed, but the kinetic energy must then come from an approximate functional of the density, and its errors enter the result. Consider
\begin{equation}
T[n]=C_F\int n^{5/3}\,d^3r+\lambda\int\frac{|\nabla n|^2}{8n}\,d^3r,
\qquad C_F=\frac{3}{10}(3\pi^2)^{2/3},
\label{eq:T}
\end{equation}
the Thomas--Fermi functional plus $\lambda>0$ times the von Weizs\"acker functional. Hartree atomic units are used throughout.

A uniform, spin-unpolarized gas of independent electrons at zero temperature has density $n_0=k_F^3/(3\pi^2)$. A weak static potential $v(x)=v_0\cos(qx)$, with $q>0$, changes its density by $A\cos(qx)$. The response is $\chi=A/v_0$ to first order in $v_0$. Here $v$ is the total potential felt by the electrons, so no Hartree or exchange-correlation term enters. Let $\eta=q/(2k_F)$.

\begin{enumerate}
\item Find $\chi$ for the functional (\ref{eq:T}).
\item Find the exact $\chi$ of the independent electrons.
\item Which $\lambda$ makes the two agree at small $\eta$, which at large $\eta$, and how far does each agreement go?
\item Evaluate the density amplitudes for $r_s=4$ bohr and $v_0=10^{-4}$ hartree at $\eta=0.5$ and $\eta=2$.
\end{enumerate}

\section{A tempting solution}

Write both responses as $-k_F/\pi^2$ times a dimensionless function, $F_\lambda(\eta)$ for the functional and $F(\eta)$ for the exact gas. The second variation of (\ref{eq:T}) gives $1/F_\lambda=1+3\lambda\eta^2$. The exact function starts as $1/F=1+\eta^2/3+\dots$, so $\lambda=1/9$. At large $\eta$ the exact $F$ falls off as $\eta^{-2}$, and so does $F_\lambda$. The functional therefore has the right behaviour at both ends, and $\lambda=1/9$ may be used for every wavelength.

\section{Where it fails}

The formulas in that argument are correct and are derived below. The fault lies in the last inference: the same power of $\eta$ does not imply the same coefficient. A function may begin as $1+a\eta^2$ and end as $b\eta^2$ with $b\neq a$. The functional has no such freedom, because its inverse response is a quadratic polynomial whose one coefficient, $3\lambda$, governs both ends. To see whether one $\lambda$ can fit both ends, compute $b$ as well as $a$.

\section{Right solution}

\subsection{Response of the functional}

Insert $n=n_0+A\cos(qx)$ and average the energy per volume over one period, keeping terms up to $A^2$. One cosine is enough: at second order in a uniform gas, different Fourier components do not couple, and a component that is not driven by $v$ stays at zero because it would only cost energy.

For the Thomas--Fermi part, with $\delta=A\cos(qx)$,
\begin{equation}
(n_0+\delta)^{5/3}=n_0^{5/3}+\frac53 n_0^{2/3}\delta+\frac59 n_0^{-1/3}\delta^2+\dots
\end{equation}
The linear term averages to zero, and $\langle\delta^2\rangle=A^2/2$. The energy change is therefore
\begin{equation}
\frac{5}{18}C_Fn_0^{-1/3}A^2=\frac{K_{TF}A^2}{4},
\qquad K_{TF}=\frac{10}{9}C_Fn_0^{-1/3}.
\end{equation}
Inserting $C_F$ and then $3\pi^2n_0=k_F^3$,
\begin{equation}
K_{TF}=\frac{(3\pi^2)^{2/3}}{3\,n_0^{1/3}}
=\frac{(3\pi^2n_0)^{2/3}}{3n_0}=\frac{k_F^2}{3n_0}=\frac{\pi^2}{k_F}.
\end{equation}

In the von Weizs\"acker part, $|\nabla n|^2=A^2q^2\sin^2(qx)$ is already of second order. The denominator may then be taken as $8n_0$, since its variation contributes only beyond order $A^2$. With $\langle\sin^2\rangle=1/2$ the energy is
\begin{equation}
\frac{\lambda q^2A^2}{16n_0}=\frac{K_WA^2}{4},\qquad
K_W=\frac{\lambda q^2}{4n_0}
=\frac{\lambda\,(4k_F^2\eta^2)}{4}\,\frac{3\pi^2}{k_F^3}
=\frac{\pi^2}{k_F}\,3\lambda\eta^2 .
\end{equation}

The potential contributes $\langle v_0\cos(qx)\,[n_0+A\cos(qx)]\rangle=v_0A/2$. With $K=K_{TF}+K_W$, the energy to be minimized is $KA^2/4+v_0A/2$. Its derivative vanishes when $KA/2+v_0/2=0$, so $A=-v_0/K$. This is a minimum because $K>0$. Hence
\begin{equation}
\chi_\lambda=-\frac1K=-\frac{k_F}{\pi^2}F_\lambda(\eta),
\qquad F_\lambda(\eta)=\frac{1}{1+3\lambda\eta^2}.
\label{eq:Flam}
\end{equation}
The minus sign says that density leaves the regions of high potential.

\subsection{Exact response of independent electrons}

The potential couples the plane wave $\mathbf k$ to $\mathbf k\pm\mathbf q$, where $\mathbf q$ points along $x$, with matrix element $v_0/2$. With $\varepsilon_{\mathbf k}=k^2/2$ and volume $V$, first-order perturbation theory gives
\begin{equation}
\psi_{\mathbf k}=\frac{1}{\sqrt V}\left[e^{i\mathbf k\cdot\mathbf r}
+\frac{v_0}{2}\sum_{\pm}\frac{e^{i(\mathbf k\pm\mathbf q)\cdot\mathbf r}}
{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\right].
\end{equation}
In $|\psi_{\mathbf k}|^2$ each cross term is twice the real part of $(v_0/2)e^{\pm iqx}/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})$, which is $v_0\cos(qx)$ divided by the energy difference. Summing over the occupied states, with a factor 2 for spin,
\begin{equation}
\chi=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\sum_\pm
\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}},
\qquad
\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}
=-\left(\frac{q^2}{2}\pm qk_x\right).
\end{equation}
The substitution $\mathbf k\to-\mathbf k$ turns one sign into the other, so the two terms are equal. For fixed $k_x$ the transverse momenta fill a disc of area $\pi(k_F^2-k_x^2)$. Therefore
\begin{equation}
\chi=-\frac{4}{8\pi^3}\,P\!\!\int_{-k_F}^{k_F}
\frac{\pi(k_F^2-k_x^2)}{q(k_x+q/2)}\,dk_x
=-\frac{k_F}{4\pi^2\eta}\,P\!\!\int_{-1}^{1}\frac{1-t^2}{t+\eta}\,dt,
\label{eq:pv}
\end{equation}
where $k_x=k_Ft$ and $q=2k_F\eta$ were inserted.

The symbol $P$ denotes the principal value, needed for $\eta<1$, where the denominator vanishes inside the range. To justify it, let $f(k)$ be the disc area, set to zero for $|k|>k_F$. Shifting $k\to k+q$ in the term with the lower sign combines the two terms into
\begin{equation}
\int dk\,\frac{f(k)-f(k+q)}{\varepsilon_k-\varepsilon_{k+q}} .
\end{equation}
At $k=-q/2$ the denominator vanishes, but so does the numerator, because $f$ is even. The integrand stays finite, so a small interval centred on this point can be cut out without changing the limit. Separating the two terms afterwards leaves a principal value in each. Perturbation theory itself fails for states within about $v_0/q$ of the degeneracy. The occupation difference there is proportional to the distance from it, so these states contribute to $A$ at most at order $v_0^2$, beyond the linear response. This is only a bound. Reversing the sign of $v_0$ shifts the potential by half a period, so $A$ is odd in $v_0$, and once the perturbed levels are refilled up to the Fermi level the correction to the linear result is of order $v_0^3$ away from $\eta=1$.

For the integral, write $1-t^2=(\eta-t)(\eta+t)+(1-\eta^2)$:
\begin{equation}
P\!\!\int_{-1}^{1}\frac{1-t^2}{t+\eta}dt
=\int_{-1}^{1}(\eta-t)\,dt+(1-\eta^2)\,P\!\!\int_{-1}^{1}\frac{dt}{t+\eta}
=2\eta+(1-\eta^2)\ln\left|\frac{1+\eta}{1-\eta}\right| .
\end{equation}
Dividing by $4\eta$ gives the Lindhard function,
\begin{equation}
\chi=-\frac{k_F}{\pi^2}F(\eta),\qquad
F(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|,
\label{eq:F}
\end{equation}
with the limit $F(1)=1/2$.

\subsection{Small $\eta$: slow variation}

For $\eta<1$ the logarithm is $2(\eta+\eta^3/3+\eta^5/5+\dots)$, so
\begin{align}
F&=\frac12+\frac12(1-\eta^2)\left(1+\frac{\eta^2}{3}+\frac{\eta^4}{5}+\dots\right)
=1-\frac{\eta^2}{3}-\frac{\eta^4}{15}-\dots
\end{align}
To invert, set $u=\eta^2/3+\eta^4/15+\dots$ and use $1/(1-u)=1+u+u^2+\dots$:
\begin{equation}
\frac1F=1+\frac{\eta^2}{3}+\left(\frac1{15}+\frac19\right)\eta^4+\dots
=1+\frac{\eta^2}{3}+\frac{8}{45}\eta^4+\dots
\label{eq:small}
\end{equation}
Comparison with $1/F_\lambda=1+3\lambda\eta^2$ requires $3\lambda=1/3$, that is $\lambda=1/9$. The agreement ends at order $\eta^2$, since the functional has no $\eta^4$ term. To leading order the relative error of $F_{1/9}$ is $+8\eta^4/45$.

\subsection{Large $\eta$: rapid variation}

For $\eta>1$ put $s=1/\eta$. The logarithm becomes $\ln[(1+s)/(1-s)]=2(s+s^3/3+s^5/5+\dots)$, and its prefactor is $(1-\eta^2)/(4\eta)=(s-1/s)/4$. Then
\begin{align}
F&=\frac12+\frac12\left(s-\frac1s\right)\left(s+\frac{s^3}{3}+\frac{s^5}{5}+\dots\right)\nonumber\\
&=\frac12+\frac12\left[-1+\left(1-\frac13\right)s^2+\left(\frac13-\frac15\right)s^4+\dots\right]
=\frac{1}{3\eta^2}+\frac{1}{15\eta^4}+\dots
\end{align}
Taking out the leading term and inverting,
\begin{equation}
\frac1F=\frac{3\eta^2}{1+1/(5\eta^2)+\dots}=3\eta^2-\frac35+\dots
\label{eq:large}
\end{equation}
Now $3\lambda=3$, so $\lambda=1$. This is the coefficient $b$ that the tempting solution never computed: it is nine times $a=1/3$. With $\lambda=1/9$ the functional's response at large $\eta$ tends to nine times the exact one.

The match with $\lambda=1$ is one of leading terms. The constants differ, $1$ against $-3/5$, so the difference between the inverse responses tends to $8/5$. Relative to the growing $3\eta^2$ this difference fades, and the relative error of $F_1$ is $-8/(15\eta^2)$ to leading order.

The limit has a simple meaning. For $\lambda=1$ and large $q$, $K\approx K_W=q^2/(4n_0)$, so $\chi\approx-4n_0/q^2$. The same result follows if every electron is treated as at rest: each of the two virtual transitions then costs $q^2/2$, and each electron contributes $-2/(q^2/2)=-4/q^2$. When $q\gg k_F$, the initial momenta are negligible beside $q$, and the Fermi sea no longer matters at leading order.

\subsection{Between the limits}

The coefficient that would make the functional right at one given $\eta$ follows from setting $F_\lambda=F$:
\begin{equation}
\lambda_{\rm need}(\eta)=\frac{1/F(\eta)-1}{3\eta^2}.
\end{equation}
By (\ref{eq:small}) and (\ref{eq:large}) it tends to $1/9$ and to $1$. At $\eta=1$, where $F=1/2$, it equals $1/3$. A numerical test on a grid from $\eta=0.05$ to $20$ finds it rising throughout.

Even $\lambda=1/3$ gives only the value at $\eta=1$, not the shape. For $\eta=1+d$ with small $d$, equation (\ref{eq:F}) becomes
\begin{equation}
F\approx\frac12-\frac d2\ln\frac{2}{|d|},
\end{equation}
so the slope measured between $1-d$ and $1+d$, with $d>0$, is $-\frac12\ln(2/d)$. It grows without bound as $d\to0$; numerically it goes from $-2.65$ at $d=10^{-2}$ to $-6.10$ at $d=10^{-5}$. This singularity comes from the sharp edge of the Fermi sea, whose diameter $2k_F$ is the wave number at $\eta=1$. The functional has instead
\begin{equation}
F_\lambda'(1)=-\frac{6\lambda}{(1+3\lambda)^2},
\end{equation}
which is finite for every $\lambda>0$. It equals $-0.375$ for both $\lambda=1/9$ and $\lambda=1$, because the expression is unchanged when $3\lambda$ is replaced by $1/(3\lambda)$.

\section{Numbers for a model gas}

For $r_s=4$ bohr,
\begin{equation}
n_0=\frac{3}{4\pi r_s^3}=0.003730\ \mathrm{bohr^{-3}},\qquad
k_F=(3\pi^2n_0)^{1/3}=0.4798\ \mathrm{bohr^{-1}},
\end{equation}
and $k_F/\pi^2=0.04861$ hartree$^{-1}$\,bohr$^{-3}$. Multiplied by $v_0=10^{-4}$ hartree, this sets the scale $4.861\times10^{-6}$ bohr$^{-3}$ for the amplitudes.

At $\eta=0.5$ the three functions are
\begin{equation}
F=\frac12+\frac38\ln3=0.9120,\qquad
F_{1/9}=\frac{1}{1+1/12}=0.9231,\qquad
F_1=\frac{1}{1+3/4}=0.5714 .
\end{equation}
At $\eta=2$ they are
\begin{equation}
F=\frac12-\frac38\ln3=0.0880,\qquad
F_{1/9}=\frac{1}{1+4/3}=0.4286,\qquad
F_1=\frac{1}{1+12}=0.0769 .
\end{equation}
Multiplication by $-4.861\times10^{-6}$ bohr$^{-3}$ gives the amplitudes $A$, here in $10^{-6}$ bohr$^{-3}$:

\begin{center}
\begin{tabular}{cccc}
$\eta$ & exact & $\lambda=1/9$ & $\lambda=1$\\
\hline
0.5 & $-4.433$ & $-4.487$ & $-2.778$\\
2 & $-0.428$ & $-2.083$ & $-0.374$
\end{tabular}
\end{center}

The largest of these is about $0.1\%$ of $n_0$, so the linear treatment is appropriate. The numerical output confirms the entries without using the response formulas. The exact column is recovered by diagonalizing the Hamiltonian with the cosine potential and filling the orbitals, the other two by solving the nonlinear Euler equation of the functional.

Relative to the exact response, $\lambda=1/9$ is $1.2\%$ too large at $\eta=0.5$ but $387\%$ too large at $\eta=2$. This is what the tempting solution would have accepted. The choice $\lambda=1$ is $37\%$ too small at $\eta=0.5$ and $13\%$ too small at $\eta=2$. At $\eta=1$ both fail equally, by $+50\%$ and $-50\%$. Further out the limiting laws take over: at $\eta=10$ the error for $\lambda=1$ is $-0.53\%$, as $-8/(15\eta^2)$ predicts, while that for $\lambda=1/9$ has reached $772\%$ on its way to $800\%$.

\section{What the result does and does not say}

The comparison concerns weak perturbations of a uniform gas. There, $\lambda=1/9$ suits densities whose wavelength $2\pi/q$ is well above $\pi/k_F$, the value at $\eta=1$: the error is $1.2\%$ at twice that length and $50\%$ at that length. The choice $\lambda=1$ suits the leading response to rapid variation. No single value reproduces both the $\eta^2$ term at small $\eta$ and the leading term at large $\eta$, but the two choices fail differently. With $\lambda=1/9$ the error grows to a factor of nine at short wavelength. With $\lambda=1$ it vanishes at both ends, as $-8\eta^2/3$ for small $\eta$ ($-2.6\%$ at $\eta=0.1$), and is large in between. For components at $\eta=0.5$ and $\eta=2$ together, even the best compromise, $\lambda\approx0.66$, is off by $27\%$ at each. Nor does the result settle which $\lambda$ is best for an atom or a molecule, where the density is far from uniform.

The limitation comes from the form of the functional: its kernel $K(q)$ is a quadratic polynomial in $q$, while the exact kernel $\pi^2/[k_FF(\eta)]$ is not. Adding terms with higher derivatives of the density, up to any finite order, would only give a polynomial of higher degree, and no polynomial has the unbounded slope of the exact kernel at $q=2k_F$. Matching the linear response at all wavelengths therefore requires a kernel that is not a polynomial in $q$, which in real space means a term that couples the densities at separate points.

\section*{Numbers as computed}
\begin{verbatim}
r_s = 4.0 bohr, v0 = 0.0001 hartree
n0 = 0.003730 bohr^-3, kF = 0.47979 bohr^-1
Fermi energy = 0.11510 hartree
pi^2/kF = 20.5707 hartree bohr^3
kF/pi^2 = 0.048613 hartree^-1 bohr^-3
Kernel K from energy differences, hartree bohr^3:
  lambda = 1/9, eta = 0.5: K = 22.2849
  lambda = 1/9, eta = 2.0: K = 47.9983
  lambda = 1, eta = 0.5: K = 35.9987
  lambda = 1, eta = 2.0: K = 267.4191
Density amplitude, 1e-6 bohr^-3 (orbitals; lambda=1/9; lambda=1):
  eta=0.25 q=0.2399 bohr^-1: -4.7587; -4.7621; -4.0937
  eta=0.50 q=0.4798 bohr^-1: -4.4334; -4.4873; -2.7779
  eta=2.00 q=1.9192 bohr^-1: -0.4279; -2.0834; -0.3739
  eta=4.00 q=3.8383 bohr^-1: -0.1026; -0.7676; -0.0992
Small eta: 1/F = 1 + (1/3) eta^2 + (8/45) eta^4 + ...
Large eta: 1/F = (3) eta^2 + (-3/5) + ...
lambda from small eta = 1/9, from large eta = 1
Constant left over in 1/F at large eta, lambda=1: 8/5
eta; F; F_1/9 (error %); F_1 (error %); lambda needed:
  0.10; 0.996660; 0.996678 (+0.002); 0.970874 (-2.587); 0.1117
  0.25; 0.978899; 0.979592 (+0.071); 0.842105 (-13.974); 0.1150
  0.50; 0.911980; 0.923077 (+1.217); 0.571429 (-37.342); 0.1287
  1.00; 0.500000; 0.750000 (+50.000); 0.250000 (-50.000); 0.3333
  2.00; 0.088020; 0.428571 (+386.900); 0.076923 (-12.608); 0.8634
  4.00; 0.021101; 0.157895 (+648.282); 0.020408 (-3.283); 0.9665
  10.00; 0.003340; 0.029126 (+772.035); 0.003322 (-0.532); 0.9947
Slope of F across eta = 1 (half-width: slope):
  1e-02: -2.6493
  1e-03: -3.8005
  1e-04: -4.9517
  1e-05: -6.1030
Slope of F_lambda at eta = 1, lambda = 1/9: -0.3750
Slope of F_lambda at eta = 1, lambda = 1: -0.3750
\end{verbatim}
